\section*{Quadrupole frequencies of a spin-5/2 probe nucleus beside a dopant}

A radioactive probe atom sits on a lattice site of silicon, and a dopant occupies one of the four nearest sites. The probe nucleus has spin $I=5/2$. Its charge is not spherical, so its energy depends on its orientation in the electric field of its surroundings. The problem is to find the frequencies that result, to see which of them an experiment shows, and to learn what would change them.

The algebra uses atomic units: $\hbar=1$, the proton charge is $+1$, and a charge $q$ produces the potential $q/r$. The surroundings are static, there is no magnetic field, and no electron near the probe is unpaired.

\section*{(a) The orientation energy}

\textbf{Question.} The protons of the nucleus, at positions $\mathbf r_p$ measured from its centre, lie in the electrostatic potential $\phi(\mathbf r)$ of all outside charges. Find the leading part of their energy that depends on the nuclear orientation.

\textbf{Solution.} The nucleus is far smaller than the distance over which $\phi$ varies, so we expand the energy:
\begin{equation}
\sum_p\phi(\mathbf r_p)=\sum_p\Big[\phi(0)+\sum_i x_i\,\partial_i\phi(0)+\tfrac12\sum_{ij}V_{ij}x_ix_j+\dots\Big],
\qquad V_{ij}=\partial_i\partial_j\phi(0).
\end{equation}
On the right, $x_i$ belongs to proton $p$. The first term is the same for all orientations. The second has zero expectation value, because a nuclear state of definite parity has no electric dipole moment. The third is the one we need.

If electrons penetrate the nucleus, $V_{ij}$ has a trace. That part contributes $\frac16(\sum_iV_{ii})\sum_p r_p^2$, which is a scalar and shifts all sublevels alike. We remove it, and from here on $V_{xx}+V_{yy}+V_{zz}=0$.

Choose axes in which $V_{ij}$ is diagonal, named so that $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$, and define the asymmetry
\begin{equation}
\eta=\frac{V_{xx}-V_{yy}}{V_{zz}},\qquad 0\le\eta\le1 .
\end{equation}
Together with $V_{xx}+V_{yy}=-V_{zz}$ this gives $V_{xx}=-\frac12(1-\eta)V_{zz}$ and $V_{yy}=-\frac12(1+\eta)V_{zz}$. Hence
\begin{align}
H&=\tfrac12\sum_p\left(V_{zz}z^2+V_{xx}x^2+V_{yy}y^2\right)\notag\\
&=\frac{V_{zz}}4\sum_p\left[2z^2-x^2-y^2+\eta(x^2-y^2)\right]\notag\\
&=\frac{V_{zz}}4\sum_p\left[3z^2-r^2+\eta(x^2-y^2)\right].
\label{eq:classical}
\end{align}

\section*{(b) The gradient made by the dopant}

\textbf{Question.} What does symmetry say about $V_{ij}$ when the probe has four equal neighbours, and when one of them is replaced by a dopant? What happens with two equal dopants, if they are treated as point charges on unrelaxed sites?

\textbf{Solution.} With one dopant, the line from probe to dopant is a threefold axis of the crystal. Suppose that the relaxed atoms and the electron density keep this axis, and call it $z$. A rotation by $120^\circ$ must leave $V_{ij}$ unchanged. The pair $(V_{xz},V_{yz})$ turns like a vector in the plane, so it must vanish. The combination $V_{xx}-V_{yy}+2iV_{xy}$ acquires a phase of $\pm240^\circ$, which is not unity, so it vanishes too. What remains is
\begin{equation}
V=V_{zz}\,\mathrm{diag}\left(-\tfrac12,-\tfrac12,1\right),\qquad \eta=0 .
\end{equation}
The gradient is axial whatever the details of the bonding. With four equal neighbours there are four such threefold axes, and $V_{ij}$ would have to be axial about each of them. A nonzero traceless axial tensor has only one axis, so in that case $V_{ij}=0$.

For point charges $q_a$ at distance $R$ in directions $\mathbf n_a$, two differentiations of $q_a/|\mathbf r-R\mathbf n_a|$ at $\mathbf r=0$ give
\begin{equation}
V_{ij}=\sum_a\frac{q_a}{R^3}\left(3n_{a,i}n_{a,j}-\delta_{ij}\right).
\end{equation}
The four tetrahedral directions satisfy $\sum_a n_{a,i}n_{a,j}=\frac43\delta_{ij}$, so four equal charges give $3\cdot\frac43-4=0$. Only the excess charge $\Delta q$ of a dopant counts, and one dopant gives $V_{zz}=2\Delta q/R^3$.

For two equal dopants $\mathbf n_1\cdot\mathbf n_2=-\frac13$. The matrix $\mathbf n_1\mathbf n_1+\mathbf n_2\mathbf n_2$ has the eigenvectors $\mathbf n_1+\mathbf n_2$, $\mathbf n_1-\mathbf n_2$ and their common normal, with eigenvalues $\frac23$, $\frac43$ and $0$. Multiplying by 3 and subtracting 2 gives principal gradients $0,\,2,\,-2$ in units of $\Delta q/R^3$. This is $\eta=1$, as far from axial as a gradient can be.

\section*{(c) From proton coordinates to spin operators}

\textbf{Question.} Express $H$ through the nuclear spin $\mathbf I$ and the quadrupole moment $Q$, defined as the expectation value of $\sum_p(3z^2-r^2)$ in the state $m=I$.

\textbf{Solution.} The nucleus stays in one level of spin $I$, since other nuclear levels are far away in energy. Within its $2I+1$ states, the Wigner--Eckart theorem makes any two symmetric traceless tensors of rank 2 proportional:
\begin{equation}
\sum_p(3x_ix_j-r^2\delta_{ij})=C\left[\tfrac32(I_iI_j+I_jI_i)-I(I+1)\delta_{ij}\right].
\end{equation}
The $zz$ component in the state $m=I$ fixes $C$:
\begin{equation}
Q=C\left[3I^2-I(I+1)\right]=C\,I(2I-1).
\end{equation}
The difference of the $xx$ and $yy$ components gives $\sum_p(x^2-y^2)=C(I_x^2-I_y^2)$. With $I_\pm=I_x\pm iI_y$ one has $I_+^2+I_-^2=2(I_x^2-I_y^2)$. Inserting these into \eqref{eq:classical},
\begin{equation}
H=\frac{QV_{zz}}{4I(2I-1)}\left[3I_z^2-I(I+1)+\frac\eta2\left(I_+^2+I_-^2\right)\right].
\label{eq:H}
\end{equation}

\section*{(d) The lines for one dopant}

\textbf{Question.} Find the levels and all their differences for $I=5/2$ and $\eta=0$. Which term, left out of (a), would alter the pattern even in an axial field?

\textbf{Solution.} Here $4I(2I-1)=4\cdot\frac52\cdot4=40$ and $I(I+1)=\frac{35}4$. The bracket in \eqref{eq:H} is $3m^2-\frac{35}4$, so
\begin{equation}
E_{\pm5/2}=\frac{10\,QV_{zz}}{40},\qquad E_{\pm3/2}=-\frac{2\,QV_{zz}}{40},\qquad E_{\pm1/2}=-\frac{8\,QV_{zz}}{40}.
\end{equation}
The states $m$ and $-m$ coincide because an electric energy is even in $m$. The distances between the three doublets are 6, 12 and 18 units of $|QV_{zz}|/40$:
\begin{equation}
\omega_1=\frac{3|QV_{zz}|}{20},\qquad \omega_2=2\omega_1,\qquad \omega_3=3\omega_1 .
\label{eq:law}
\end{equation}
The factor 2 has a simple origin: between neighbouring levels $m^2$ rises by $\frac94-\frac14=2$ and then by $\frac{25}4-\frac94=4$. The factor 3 follows by addition, since with three levels the largest distance is the sum of the other two. The signs of $Q$ and $V_{zz}$ reverse the order of the levels but leave the lines alone.

The next even term of the expansion in (a) has rank 4. In an axial field it adds energies $h(1,-3,2)$ to $|m|=\frac52,\frac32,\frac12$. This pattern is fixed because operators of different rank are orthogonal under the trace: its entries must sum to zero ($1-3+2=0$) and be orthogonal to the rank-2 pattern ($10\cdot1+2\cdot3-8\cdot2=0$). With $k=QV_{zz}/40$ the lines become $6k-5h$ and $12k+4h$, so to first order
\begin{equation}
\frac{\omega_2}{\omega_1}=2\left(1+\frac{h}{3k}+\frac{5h}{6k}\right)=2+\frac{7h}{3k}.
\end{equation}
For a charge at distance $R$ and a nucleus of radius $r$, $k$ scales as $r^2/R^3$ and $h$ as $r^4/R^5$. The correction is of order $(r/R)^2$.

These statements were tested without the expansion. One proton in a $d_{5/2}$ orbital on a sphere of radius $r=0.005R$ was placed in the full Coulomb potential of four tetrahedral charges. For this orbital $Q=-\frac47r^2$. With charges $2,1,1,1$ the lines, divided by the $\omega_1$ of \eqref{eq:law}, are $1.00007$, $1.99994$ and $3.00001$. With four equal charges the largest splitting falls to $2.2\times10^{-5}$ of its value with one dopant. For a single charge, raising $r/R$ from $0.01$ to $0.02$ multiplies the error of the ratio 2 by $3.998$, as a correction of order $(r/R)^2$ requires.

\section*{(e) Which lines are seen}

\textbf{Question.} In an angular-correlation experiment, a first gamma ray selects an alignment of the nuclear spins and a second one reads it at a time $t$ later. Take the rank-2 part of this signal in a powder,
\begin{equation}
G(t)=\left\langle\frac{\mathrm{Tr}\left[A_{\mathbf n}\,e^{-iHt}A_{\mathbf n}\,e^{iHt}\right]}{\mathrm{Tr}\,A_{\mathbf n}^2}\right\rangle_{\mathbf n},
\qquad A_{\mathbf n}=3(\mathbf n\cdot\mathbf I)^2-I(I+1),
\end{equation}
and find the amplitude of each line for $\eta=0$. Compare with a probe that couples to the spin vector itself.

\textbf{Solution.} Write $A_{\mathbf n}$ as a sum over $q=-2,\dots,2$ of $Y_{2q}^*(\mathbf n)\,T_q$, up to a constant, where $T_q$ raises $m$ by $q$ and all $T_q$ have equal norm. Averaging over $\mathbf n$ removes products of different $q$ and gives each $q$ the weight $\frac15$. Within each $q$, the transition $m\to m+q$ oscillates at $E_{m+q}-E_m$ with a weight proportional to the squared matrix element. Terms $q$ and $-q$ combine into cosines.

For $q=0$ the operator is diagonal and gives the constant $\frac15$.

For $q=1$, $T_1\propto I_zI_++I_+I_z$, with squared elements $(2m+1)^2(I-m)(I+m+1)$. For $m=\frac32,\frac12,-\frac12,-\frac32,-\frac52$ these are $80,32,0,32,80$, with sum 224. The outer two belong to $\omega_2$, with share $\frac{160}{224}=\frac57$. The two entries 32 belong to $\omega_1$, with share $\frac27$.

For $q=2$, $T_2\propto I_+^2$, with squared elements $40,72,72,40$ for $m=\frac12,-\frac12,-\frac32,-\frac52$, again with sum 224. The entries 40 join $|m|=\frac12$ and $\frac52$, so $\omega_3$ has the share $\frac{80}{224}=\frac5{14}$. The entries 72 join $|m|=\frac12$ and $\frac32$, so $\omega_1$ has the share $\frac9{14}$.

The values $q=\pm1$ together have weight $\frac25$, and so have $q=\pm2$. The amplitude of $\omega_1$ is therefore $\frac25\left(\frac27+\frac9{14}\right)=\frac{13}{35}$, and
\begin{equation}
G(t)=\frac15+\frac{13}{35}\cos\omega_1t+\frac27\cos2\omega_1t+\frac17\cos3\omega_1t .
\label{eq:G}
\end{equation}
The amplitudes add to 1 at $t=0$. Because the frequencies are commensurate, the signal returns fully after $2\pi/\omega_1$. At half that time it is $(7-13+10-5)/35=-\frac1{35}$. Direct time evolution followed by a numerical average over directions gives the amplitudes $0.2$, $0.371429$, $0.285714$ and $0.142857$, in agreement with \eqref{eq:G}.

A magnetic resonance experiment couples to $\mathbf I$, which has rank 1 and changes $m$ by at most one. Each of its three components has weight $\frac13$. The squared elements of $I_+$ are $5,8,9,8,5$, with sum 35, and the middle one joins $m=\pm\frac12$ at zero frequency. The constant is $\frac13+\frac23\cdot\frac9{35}=\frac{53}{105}$, the amplitude of $\omega_1$ is $\frac23\cdot\frac{16}{35}=\frac{32}{105}$, and that of $\omega_2$ is $\frac23\cdot\frac{10}{35}=\frac{20}{105}$. The third line is absent. The level scheme is the same in both experiments; what differs is the operator that looks at it.

\section*{(f) A gradient that is not axial}

\textbf{Question.} How do the lines move for small $\eta$, and what becomes of them at $\eta=1$?

\textbf{Solution.} Measure energies in units of $QV_{zz}/40$, taken positive. The $\eta$ term changes $m$ by 2, so it couples $\frac52,\frac12,-\frac32$ among themselves, and likewise their mirror images. The elements are
\begin{equation}
\tfrac\eta2\sqrt{40}=\sqrt{10}\,\eta\quad\left(\tfrac52,\tfrac12\right),\qquad
\tfrac\eta2\sqrt{72}=3\sqrt2\,\eta\quad\left(\tfrac12,-\tfrac32\right).
\end{equation}
There is no diagonal element, hence no first-order shift. In second order,
\begin{align}
E_{5/2}&=10+\frac{10\eta^2}{18}=10+\tfrac59\eta^2,\notag\\
E_{3/2}&=-2+\frac{18\eta^2}{6}=-2+3\eta^2,\notag\\
E_{1/2}&=-8-\tfrac59\eta^2-3\eta^2=-8-\tfrac{32}9\eta^2 .
\end{align}
The differences are
\begin{equation}
\omega_1:\;6+\tfrac{59}9\eta^2,\qquad \omega_2:\;12-\tfrac{22}9\eta^2,\qquad \omega_3:\;18+\tfrac{37}9\eta^2,
\end{equation}
and the ratio is
\begin{equation}
\frac{\omega_2}{\omega_1}=2\left[1-\left(\tfrac{11}{54}+\tfrac{59}{54}\right)\eta^2\right]=2-\tfrac{70}{27}\eta^2 .
\label{eq:ratio}
\end{equation}
Diagonalization gives $1.9745$ at $\eta=0.1$, where \eqref{eq:ratio} gives $1.9741$. At $\eta=0.3$ it gives $1.7974$ against $1.7667$, so higher orders then matter.

For any $\eta$ the levels are the roots of the $3\times3$ determinant
\begin{equation}
(10-E)\left[(-8-E)(-2-E)-18\eta^2\right]+10\eta^2(2+E)=0 .
\end{equation}
Multiplying out and collecting powers of $E$,
\begin{equation}
E^3-28(3+\eta^2)E-160(1-\eta^2)=0 .
\end{equation}
At $\eta=1$ the constant term vanishes and $E=0,\pm\sqrt{112}$. The two smaller lines coincide, and the ratio is 1. The Coulomb calculation of (d), repeated with two dopants (charges $2,2,1,1$), gives $1.0000$. The ratio of two measured lines thus tests whether $\eta=0$ without knowledge of $Q$ or $V_{zz}$. A ratio below 2 rules out a threefold axis, but a ratio of 2 does not prove one: two equal point charges at equal distances in perpendicular directions also give $\eta=0$.

\section*{(g) Numbers for cadmium beside a donor in silicon}

\textbf{Question.} The isotope indium-111 decays to cadmium-111, which passes through an excited state of spin $5/2$. Take the rough values $Q=7\times10^{-9}$ \AA$^2$, $V_{zz}=100$ V/\AA$^2$, a half-life of 85 ns, a bond length of 2.35 \AA, a donor density of $10^{18}$ cm$^{-3}$ and a temperature of 300 K. Find the lines, and judge what the model leaves out.

\textbf{Solution.} The product of $Q$, $V_{zz}$ and the proton charge is $7\times10^{-9}\times100=7.0\times10^{-7}$ eV. One fortieth of it, times $10$, $-2$ and $-8$, gives levels at $1.75\times10^{-7}$, $-0.35\times10^{-7}$ and $-1.40\times10^{-7}$ eV. The lines are
\begin{equation}
1.05\times10^{-7},\quad 2.10\times10^{-7},\quad 3.15\times10^{-7}\ \mathrm{eV},
\end{equation}
or about 25, 51 and 76 MHz. The signal \eqref{eq:G} repeats every 39 ns. The mean life is $85/\ln2\approx123$ ns, so about three periods fit into it.

\textit{The real case.} The gradient is an input here, not a prediction. One unit point charge at the bond length gives 2.2 V/\AA$^2$, far below the value assumed; the rest has to come from the response of the electrons and the relaxation of the atoms, which need an electronic-structure calculation. The lines are proportional to $QV_{zz}$, so an error of 10\% in either factor moves all three by 10\% and leaves their ratio unchanged. One assumption that needs checking is that of a static pair without unpaired electrons, because the decay of indium by electron capture leaves the atom with a hole that must first be filled. Moreover, cadmium and the donor bring $2+5$ valence electrons in place of the 8 of two silicon atoms, so the neutral pair has an unpaired electron, and the assumption holds only while the pair is charged.

\textit{An unpaired electron.} Let it couple to the nucleus by $A\,\mathbf I\cdot\mathbf S$ with a trial value $A=10^{-8}$ eV. The states $|\frac12,\downarrow\rangle$ and $|{-\frac12},\uparrow\rangle$ have diagonal energy $-A/4$ and are joined by $\frac A2\cdot3$, so one combination moves by $-\frac74A$. This is 17\% of the first line, the largest level shift found by diagonalization. If the electron spin is left undisturbed during the nuclear lifetime, even so weak a coupling spoils the simple pattern. If its surroundings flip it at a rate $W$ far above $A/\hbar$, the static shifts average out, but a damping of order $A^2/(\hbar^2W)$ remains. It is harmless only if $W\gg A^2\tau/\hbar^2$, with $\tau$ the mean life. For the trial value $A\tau/\hbar\approx2$, so the two conditions are similar; a stronger coupling needs much faster flipping.

\textit{Lifetime.} The width $\hbar/\tau=5.4\times10^{-9}$ eV is 5\% of the first line. It is the half width at half maximum of a line in the spectrum of $e^{-t/\tau}\cos\omega t$; the full width is twice as large. By \eqref{eq:ratio}, $2\omega_1-\omega_2=\frac{70}{27}\eta^2\omega_1$ to leading order. Setting this equal to $\hbar/\tau$ gives $\eta\approx0.14$, and setting it equal to the full width gives $\eta\approx0.20$. This marks where the shift becomes as large as the width. It is not a limit of detection, because a fit to a signal with many counts can reveal a smaller asymmetry.

\textit{Temperature.} The form $V_{zz}(T)=V_{zz}(0)(1-BT^{3/2})$ is an empirical rule for many non-cubic metals. We borrow it only to set a scale: with $B=10^{-5}$ K$^{-3/2}$ the gradient at 300 K is 5\% below its zero-temperature value. For a pair in silicon the change has to be measured or calculated. All lines shrink together as long as the mean field stays axial. The third line is $1.2\times10^{-5}$ of $k_BT$, so thermal equilibrium would populate the sublevels equally to about that accuracy. The alignment that the experiment follows comes from selection by the first gamma ray, not from temperature.

\textit{Other donors.} Their mean spacing is 100 \AA. If the change of the gradient scales with the electric field, a donor at that distance contributes about $(2.35/100)^2\approx6\times10^{-4}$ of $V_{zz}$. This is a scaling estimate for a single donor. If the donors are placed at random, the nearest one is typically at about 55 \AA\ and the fields of several add, so that without screening the total is typically about $3\times10^{-3}$. The free electrons screen over a Debye length of about 41 \AA, shorter than that distance, so the screened total is smaller.

\textit{Broken pairs.} Before the decay, an indium acceptor and a donor attract as opposite unit charges. With the bulk permittivity 11.7, whose use at one bond length is crude, the binding energy is 0.52 eV. With $N$ lattice sites and $n$ donors per unit volume and four places beside each probe, the equilibrium ratio of free to bound probes is $(N/4n)e^{-0.52\,\mathrm{eV}/k_BT}\approx2\times10^{-5}$. This counts only probes with no donor nearby. The same attraction also holds donors on more distant shells: the 12 second-neighbour sites at 3.84 \AA\ bind with 0.32 eV and carry $3e^{-0.20\,\mathrm{eV}/k_BT}\approx1\times10^{-3}$ of the weight of the nearest pairs, so in this model they, not the free probes, are the main exception. If the atoms cannot move at 300 K, the sample instead keeps the ratios left by its last anneal.

\textit{Small terms.} The Earth's field, with a nuclear $g$ factor of about 0.3, gives a Zeeman spacing of $5\times10^{-6}$ of the first line. For the rank-4 correction of (d), the length $a_0/48$ of the innermost cadmium electrons in place of $R$ gives $3\times10^{-5}$. This only sets a scale, since the density of these s electrons is spherical and has no rank-4 field of its own. For these inputs neither competes with the lifetime width. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
CHECKS
d5/2 proton: Q / r^2 = -0.571429
one dopant, Coulomb: lines / predicted w1 = [1.00007 1.99994 3.00001]
no dopant: w3 / (w3 with one dopant) = 2.2e-05
two dopants: w2/w1 = 1.0000
ratio error growth, radius doubled = 3.998
rank-2 amplitudes, 0 to 3 w1: [0.2      0.371429 0.285714 0.142857]
rank-1 amplitudes, 0 to 3 w1: [0.504762 0.304762 0.190476 0.      ]
G at half period, rank 2 = -0.028571
eta^2 coefficients of lines: [ 6.555 -2.444  4.111]
eta^2 coefficient of 2 - w2/w1 = 2.5922
eta = 0.1: w2/w1 = 1.9745
eta = 0.3: w2/w1 = 1.7974
eta = 1.0: w2/w1 = 1.0000
EXAMPLE INPUTS (rough typical values)
Q = 7.0e-09 angstrom^2
Vzz = 100 V/angstrom^2
bond length = 2.35 angstrom
donor density = 1e+18 cm^-3
temperature = 300 K
half-life = 85 ns
relative permittivity = 11.7
thermal coefficient B = 1e-05 K^-1.5
trial electron hyperfine coupling = 1e-08 eV
nuclear g magnitude = 0.3
Earth's field = 5e-05 T
EXAMPLE RESULTS
Q*Vzz (energy) = 7.000e-07 eV
level |m| = 5/2: 1.750e-07 eV
level |m| = 3/2: -3.500e-08 eV
level |m| = 1/2: -1.400e-07 eV
line 1: 1.050e-07 eV = 25.39 MHz
line 2: 2.100e-07 eV = 50.78 MHz
line 3: 3.150e-07 eV = 76.17 MHz
period of G = 39.4 ns
mean life = 122.6 ns
NEGLECTED EFFECTS
bare point-charge gradient = 2.22 V/angstrom^2
lifetime width = 5.37e-09 eV
lifetime width / line 1 = 0.0511
smallest resolvable eta = 0.140
thermal loss of Vzz (fraction) = 0.052
mean donor spacing = 100 angstrom
distant donor, relative gradient = 5.5e-04
unpaired electron: shift / line 1 = 0.167
Earth's field: g*muN*B / line 1 = 4.5e-06
rank-4 moment, relative size = 2.7e-05
thermal energy kT = 0.02585 eV
line 3 / kT = 1.2e-05
pair binding, screened Coulomb = 0.524 eV
free / bound probes, equilibrium = 2.0e-05
\end{verbatim}
